# From Percent Missing Sulfur to Vacancy Density in Monolayer MoS2

## Problem

A single layer of MoS$_2$ is used as the channel of a transistor. Its composition is given as "one percent of the sulfur is missing". Models of traps and scattering need a different quantity: the number of missing atoms per square centimetre of channel.

The layer is flat and unstrained, with hexagonal lattice constant $a=3.16$ angstrom $=0.316$ nm. Molybdenum atoms form one plane, with a plane of sulfur above it and another below. The layer has the common semiconducting structure, in which each upper sulfur atom lies directly above a lower one. Let $x$ be the fraction of all sulfur sites, both planes taken together, that are empty. Here $x=0.01$, and no molybdenum is missing.

**(a)** Find the area of the primitive cell and the number of sulfur sites per square centimetre.

**(b)** Find the areal density $n$ of missing sulfur atoms.

**(c)** How does the answer change if "one percent" refers to one sulfur plane, or to all atomic sites?

**(d)** If the vacancies are placed at random, how far is a vacancy from its nearest neighbour, and how many vacancies does a channel of 50 nm by 50 nm contain?

**(e)** How much do strain, heating and an error in the lattice constant change $n$?

"Area" means the area of the layer seen from above. Both sulfur planes lie over the same area, so it is counted once.

## Hints

**Hint 1.** A percentage of sites becomes a density once the number of sites per area is known. Count the sites in one cell and divide by the area of that cell.

**Hint 2.** The shortest lattice vectors have length $a$, and two of them can be chosen that enclose an angle of 60 degrees. The cell is the parallelogram they span, not a square of side $a$.

**Hint 3.** Seen from above, the upper sulfur atom hides the lower one. They are nevertheless two atoms, and either can be missing.

**Hint 4.** Since 1 cm $=10^7$ nm, the area conversion is 1 cm$^2=10^{14}$ nm$^2$. A density in nm$^{-2}$ is therefore multiplied by $10^{14}$ to give cm$^{-2}$.

**Hint 5.** For part (d), first find the probability that a disc of radius $r$ around a vacancy contains no other vacancy. For part (e), ask which power of $a$ appears in $n$.

## Solution

### (a) Cell area and site density

Choose the lattice vectors

$$
\mathbf a_1=(a,0),\qquad
\mathbf a_2=\left(\frac a2,\frac{\sqrt3\,a}{2}\right).
$$

The second also has length $a$, because $a^2/4+3a^2/4=a^2$. The area of the parallelogram is the magnitude of the cross product,

$$
A=\left|a\cdot\frac{\sqrt3\,a}{2}-0\cdot\frac a2\right|
=\frac{\sqrt3}{2}a^2 .
$$

With the given lattice constant,

$$
A=0.8660\times(0.316\ \text{nm})^2=0.08648\ \text{nm}^2
=8.648\times10^{-16}\ \text{cm}^2 .
$$

Copies of this parallelogram, shifted by the lattice vectors, cover the plane without gaps or overlaps. The number of cells per area is therefore

$$
\frac1A=1.156\times10^{15}\ \text{cm}^{-2}.
$$

Each cell holds one molybdenum atom and two sulfur atoms, as the formula MoS$_2$ requires. The density of sulfur sites is

$$
s=\frac2A=2.313\times10^{15}\ \text{cm}^{-2}.
$$

This counts sites, whether occupied or empty. Removing atoms does not change $s$ as long as the lattice keeps its shape and size.

### (b) Vacancy density

A fraction $x$ of the sulfur sites is empty. Multiplying the site density by this fraction gives

$$
n=xs=\frac{2x}{A}.
$$

Inserting $A=\sqrt3\,a^2/2$ brings a second factor of two into the numerator:

$$
n=\frac{2x}{\sqrt3\,a^2/2}=\frac{4x}{\sqrt3\,a^2}.
$$

One factor of two comes from the two sulfur planes, the other from the area of the parallelogram. For $x=0.01$,

$$
n=0.01\times2.313\times10^{15}\ \text{cm}^{-2}
\approx2.3\times10^{13}\ \text{cm}^{-2}.
$$

In units suited to the atomic scale, this is $0.231$ nm$^{-2}$, or roughly one missing atom in every 4.3 nm$^2$.

The result can be checked without using the cell area. In a crystal built atom by atom, a disc of radius 60 nm contains 261570 sulfur sites. Its area is $\pi(60\ \text{nm})^2=1.131\times10^4$ nm$^2$. One percent of the counted sites, divided by this area, again gives $2.313\times10^{13}$ cm$^{-2}$. The same disc contains 130792 molybdenum atoms. The sulfur count is not exactly twice this number, because the two kinds of atom have different lateral positions and the edge of the disc cuts them differently.

Two limits show what the formula contains. For $x\to0$ the density vanishes, as it must for a complete crystal. For $x\to1$ it reaches the site density $s$, because every sulfur site is then empty. That second limit tests the counting but does not describe a material: the lattice would not survive the loss of all its sulfur. The formula is linear in $x$ at fixed $a$. When vacancies are numerous enough to change the lattice constant or the structure, the actual cell area must be used, or the site count must be redone.

Nothing was assumed about where the vacancies sit. They may be random, lined up or gathered in one corner, and the average density over the whole layer is the same. Migration likewise leaves this average unchanged, provided that vacancies only move within the layer and no sulfur enters or leaves its lattice sites in total.

### (c) One percent of what?

If one percent of the sites in a single sulfur plane is empty and the other plane is complete, there is one relevant site per cell:

$$
n_{\text{plane}}=\frac xA=1.16\times10^{13}\ \text{cm}^{-2}.
$$

This is half the answer to part (b). A surface image that shows only one sulfur plane gives the density in that plane. This equals the total density only if the other plane is complete, which the image does not show.

If the number of missing sulfur atoms equals one percent of all atomic sites, molybdenum included, the reference is three sites per cell:

$$
n_{\text{all}}=\frac{3x}{A}=3.47\times10^{13}\ \text{cm}^{-2}.
$$

The three readings are in the ratio $1:2:3$, so the convention matters far more here than the third digit of the lattice constant.

A composition can also be stated as the ratio $R$ of sulfur to molybdenum atoms. With complete molybdenum, each cell has one metal atom and on average $2(1-x)$ sulfur atoms, so

$$
R=2(1-x),\qquad x=1-\frac R2 .
$$

For $x=0.01$ this gives $R=1.98$. The second relation shows how demanding a measurement of $x$ through composition is. An error $\delta R$ produces an error $\delta x=-\delta R/2$. If $R$ is uncertain by 0.02, about one percent of its value, then $x$ is uncertain by 0.01, which is as large as the vacancy fraction itself.

### (d) Spacing and number in a small channel

Suppose now that each sulfur site is empty with probability $x$, independently of all others. This assumption was not needed before.

For the spacing, first ignore the lattice and treat the vacancies as random points in a plane with density $n$. Draw a disc of radius $r$ around one vacancy and divide it into $K$ small patches of equal area $\pi r^2/K$. Each patch contains another vacancy with probability $n\pi r^2/K$ when $K$ is large. The patches are independent, so the probability that all are free of vacancies is

$$
P(r)=\lim_{K\to\infty}\left(1-\frac{n\pi r^2}{K}\right)^K
=e^{-\pi n r^2}.
$$

This is the probability that the nearest-neighbour distance $D$ exceeds $r$. To obtain the mean of $D$, write $D$ as the integral of a function that equals 1 for $r<D$ and 0 for $r>D$. The average of that function at a given $r$ is $P(r)$. Hence

$$
\langle D\rangle=\int_0^\infty P(r)\,dr
=\int_0^\infty e^{-\pi n r^2}\,dr .
$$

The Gaussian integral $\int_0^\infty e^{-br^2}dr=\tfrac12\sqrt{\pi/b}$, with $b=\pi n$, gives

$$
\langle D\rangle=\frac{1}{2\sqrt n}
=\frac{1}{2\sqrt{0.2313\ \text{nm}^{-2}}}=1.04\ \text{nm}.
$$

This is a lateral distance, measured in the plane of the layer, and equals about 3.3 lattice constants. It is half of $1/\sqrt n$, the side of a square that holds one vacancy on average. Random placement leaves some regions empty and puts other vacancies close together, which makes the mean nearest distance shorter than the spacing of a square array.

The continuum estimate can be compared with the real set of sites. Order all other sulfur sites by their lateral distance $d_k$ from the chosen vacancy, with $k=1,2,\ldots$. The $k$th site is the first empty one if it is empty and the $k-1$ sites before it are full. Therefore

$$
\langle D\rangle_{\text{lattice}}
=\sum_{k=1}^{\infty}x(1-x)^{k-1}d_k .
$$

The first term belongs to the site directly across the layer, for which $d_1=0$. The sum gives 1.05 nm, which differs from the continuum result by less than one percent. The continuum picture is good here because the vacancies are dilute: the typical distance spans several lattice constants. The agreement worsens as $x$ grows and the discrete positions of the sites come to determine the distance: the lattice sum exceeds the continuum value by about 4 percent at $x=0.05$, 8 percent at $x=0.1$ and 18 percent at $x=0.3$. For $x$ near 1 the estimate fails completely, because the site directly across the layer is then almost always empty and the lateral distance tends to zero.

The expected number of vacancies in a square channel of side $L=50$ nm is

$$
\langle N\rangle=nL^2
=0.2313\ \text{nm}^{-2}\times2500\ \text{nm}^2\approx578 .
$$

The actual number varies between channels even when they are made with the same $x$. Let $M=sL^2$ be the number of sulfur sites, and let $u_i=1$ if site $i$ is empty and $u_i=0$ if it is full. Then $N=\sum_i u_i$. Each $u_i$ has mean $x$. Since $u_i^2=u_i$, its variance is

$$
\langle u_i^2\rangle-\langle u_i\rangle^2=x-x^2=x(1-x).
$$

For independent sites the variances add, so the standard deviation of $N$ is

$$
\sigma_N=\sqrt{Mx(1-x)}=\sqrt{\langle N\rangle(1-x)}
=\sqrt{578\times0.99}\approx24 .
$$

Relative to the mean, this is 4.1 percent. Repeated random removal of sulfur from an explicit lattice, with a tilted square of this size as the channel, gave a mean of 578.4 and a standard deviation of 23.6, in agreement with both formulas.

The relative variation is $\sqrt{(1-x)/\langle N\rangle}$, which is proportional to $1/L$ at fixed $n$. Halving the side of the channel therefore doubles it. In a sufficiently small channel, the average density is no longer a reliable guide to the number of defects in one particular device.

### (e) Corrections to the cell area

At fixed $x$, the density is proportional to $a^{-2}$. If the lattice constant changes from $a$ to $a(1+e)$ in both directions of the plane, then

$$
\frac{n'}{n}=\frac{1}{(1+e)^2}\approx1-2e
\qquad(|e|\ll1).
$$

The minus sign says that stretching spreads the same missing atoms over a larger area. The factor of two appears because both sides of the cell grow.

For a biaxial stretch of one percent, $e=0.01$ and the density changes by $1/1.01^2-1=-1.97$ percent. Counting sites in the same disc after stretching the lattice gives $-1.98$ percent. The small difference comes from the finite disc, whose edge cuts the two lattices differently.

An increase of 0.01 angstrom in the assumed lattice constant corresponds to $e=0.001/0.316=0.0032$ and lowers $n$ by 0.63 percent. For heating, take a rough linear expansion coefficient of $7\times10^{-6}$ K$^{-1}$ and a layer that is free to expand. A rise of 100 K gives $e=7\times10^{-4}$ and lowers $n$ by 0.14 percent. A layer held by a substrate does not expand freely, and its actual strain should then be used for $e$.

These changes are small compared with the factors of 1.5 to 3 between the readings in part (c). For the unstrained layer the result is quoted as $2.3\times10^{13}$ cm$^{-2}$. Even the second digit depends on strain: a biaxial compression of one percent gives $2.4\times10^{13}$ cm$^{-2}$.

### The number beside real samples

Sulfur-vacancy densities of order $10^{13}$ cm$^{-2}$ have been reported for some MoS$_2$ layers, but the density varies widely with how a sample was made and treated, and reported values also depend on how the defects were counted. One percent is therefore a possible value for a layer with many defects, not a standard value for MoS$_2$. For a particular device, $x$ has to be measured. A single $x$ need not describe the whole channel of a device. Because $n$ is proportional to $x$, a region with two percent missing sulfur has twice the density found here, a much larger change than any correction in part (e). In a stack of layers, the result applies to each layer separately. If all layers have the same $x$, the total density seen from above is $n$ times the number of layers.

The vacancy density is also not a density of charge carriers. It counts missing atoms. How many of them hold an electron depends on their energy levels, the Fermi level and the temperature, and cannot be read from $n$ alone.

## Variation 1: from density back to percentage

**Question.** A model of a MoS$_2$ monolayer uses $1.0\times10^{13}$ sulfur vacancies per square centimetre. What percentage of the sulfur is missing?

**Solution.** Solve $n=2x/A$ for $x$ by multiplying both sides by $A/2$:

$$
x=\frac{nA}{2}
=\frac{(1.0\times10^{13}\ \text{cm}^{-2})
(8.648\times10^{-16}\ \text{cm}^2)}{2}
=0.0043 .
$$

About 0.43 percent of all sulfur is missing. The product $nA$ is the mean number of vacancies per cell, and division by two turns it into a fraction of the two sulfur sites. If all these vacancies were in one plane, the fraction missing from that plane would be $nA$, twice as large.

## Variation 2: how many vacancies stand alone?

**Question.** Keep $x=0.01$ and random, independent removal. Find the density of vertical pairs in which both sulfur atoms are missing. What fraction of the vacancies has another vacancy on the site directly across the layer or on one of the six nearest sites in its own plane?

**Solution.** There is one vertical sulfur pair per cell. Both of its atoms are missing with probability $x\cdot x=x^2$, so the density of these double vacancies is

$$
n_2=\frac{x^2}{A}
=10^{-4}\times1.156\times10^{15}\ \text{cm}^{-2}
=1.16\times10^{11}\ \text{cm}^{-2}.
$$

A random removal on a large periodic sheet gave $1.13\times10^{11}$ cm$^{-2}$. The difference is of the size expected from the limited number of such pairs in the sample.

If each double vacancy is counted as one defect instead of two missing atoms, the number of defects per area is $n-n_2$. The relative reduction is

$$
\frac{n_2}{n}=\frac{x^2/A}{2x/A}=\frac x2=0.5\ \text{percent}.
$$

At this concentration, counting each vertical pair as one defect therefore makes little difference. Vacancies that are neighbours within one plane are still counted separately here.

For the second question, a given vacancy has $6+1=7$ sites to consider. All seven are occupied with probability $(1-x)^7$, so at least one is empty with probability

$$
1-(1-x)^7=1-0.99^7=0.068 .
$$

Thus 6.8 percent of the vacancies have such a close neighbour, and the random sheet gave the same value to the digits shown. For small $x$ the result is close to $7x$, which is the number of neighbouring sites times the chance that each is empty.

Both answers depend on random placement. If vacancies attract one another and can migrate, they may gather into pairs or rows, and these estimates then fail. The total density of missing atoms from part (b) remains valid, because it depends on how many atoms are missing and not on their arrangement. The values used throughout are collected in the numerical output below.

## Table of computed values

```
lattice constant: 0.316 nm
missing fraction of all sulfur: 1.0 %
cell area: 0.08648 nm^2
cell area: 8.6478e-16 cm^2
cells per area: 1.1564e+15 cm^-2
sulfur sites per area: 2.3127e+15 cm^-2
vacancy density, formula: 2.313e+13 cm^-2
vacancy density, formula: 0.2313 nm^-2
disc radius for atom count: 60 nm
Mo atoms counted in disc: 130792 atoms
S atoms counted in disc: 261570 atoms
vacancy density from disc count: 2.313e+13 cm^-2
remaining S/Mo ratio: 1.98 (no unit)
sulfur percentage for 1e13 cm^-2: 0.43 %
density if 1% of one S plane only: 1.156e+13 cm^-2
density if 1% of all atomic sites: 3.469e+13 cm^-2
channel side: 50 nm
expected vacancies in channel: 578 vacancies
expected standard deviation: 23.9 vacancies
relative count variation: 4.1 %
sampled mean count: 578.4 vacancies
sampled standard deviation: 23.6 vacancies
mean nearest distance, continuum: 1.040 nm
mean nearest distance, lattice sum: 1.048 nm
double vacancy density, formula: 1.16e+11 cm^-2
double vacancy density, sampled: 1.13e+11 cm^-2
vacancies with a near vacancy, formula: 6.8 %
vacancies with a near vacancy, sampled: 6.8 %
biaxial strain: 1.0 %
density change from strain, formula: -1.97 %
density change from strain, counted: -1.98 %
lattice constant error: 0.001 nm
density change from that error: -0.63 %
rough expansion coefficient: 7.0e-06 1/K
heating: 100 K
density change from heating: -0.14 %
```
